# Maxwell-Wagner Compensation of Polarization at a Ferroelectric-Dielectric Interface: a numerical check

```python
"""Maxwell-Wagner compensation of polarization at a ferroelectric-dielectric interface.

Result under test: in short circuit the depolarizing field decays as
    E_f(t) = -(d_d P / L) exp(-t/tau),   tau = L / S,
    L = eps_d d_f + eps_f d_d,   S = sig_d d_f + sig_f d_d,
while the free interface charge goes to -P.
Symbols: d thickness, eps permittivity, sig conductivity, P polarization;
suffix f ferroelectric, d dielectric.  Positive direction: f towards d.
The reference calculation cuts the stack into cells and solves Poisson's
equation and charge continuity at every node.  SI units throughout.
"""
import numpy as np
from scipy.constants import epsilon_0
from scipy.integrate import simpson, solve_ivp
from scipy.linalg import expm
from scipy.optimize import brentq


class CellStack:
    """Leaky layered capacitor resolved into cells, with free charge on all nodes."""

    def __init__(self, d_f, d_d, eps_f, eps_d, sig_f, sig_d, cells=6):
        self.n = cells
        self.h = np.repeat([d_f / cells, d_d / cells], cells)
        self.eps = np.repeat([eps_f, eps_d], cells)
        self.sig = np.repeat([sig_f, sig_d], cells)
        total = 2 * cells
        self.jump = np.zeros((total - 1, total))
        for node in range(total - 1):
            self.jump[node, node] = -1.0
            self.jump[node, node + 1] = 1.0
        self.grad = self.jump.T / self.h[:, None]
        self.poisson = self.jump @ (self.eps[:, None] * self.grad)

    def field(self, charge, pol, volt):
        """Field in every cell from Gauss's law and fixed electrode potentials."""
        pol_cells = np.repeat([pol, 0.0], self.n)
        lead = np.zeros(2 * self.n)
        lead[0] = volt / self.h[0]
        source = charge - self.jump @ (pol_cells + self.eps * lead)
        return self.grad @ np.linalg.solve(self.poisson, source) + lead

    def charge_rate(self, charge, pol, volt):
        return -self.jump @ (self.sig * self.field(charge, pol, volt))

    def generator(self):
        unit = np.eye(2 * self.n - 1)
        return np.column_stack([self.charge_rate(u, 0.0, 0.0) for u in unit])

    def propagator(self, time, pol, volt):
        m = 2 * self.n - 1
        aug = np.zeros((m + 1, m + 1))
        aug[:m, :m] = self.generator()
        aug[:m, m] = self.charge_rate(np.zeros(m), pol, volt)
        return expm(aug * time)

    def charge_after(self, time, pol, volt):
        return self.propagator(time, pol, volt)[:-1, -1]


def lengths_sums(d_f, d_d, eps_f, eps_d, sig_f, sig_d):
    return eps_d * d_f + eps_f * d_d, sig_d * d_f + sig_f * d_d


# ---------------- model parameters ----------------
d_f, d_d = 200e-9, 1e-9
rel_f, rel_d, rel_b = 200.0, 20.0, 10.0
eps_f, eps_d, eps_b = (r * epsilon_0 for r in (rel_f, rel_d, rel_b))
sig_f, sig_d = 1e-12, 1e-14
P = 0.20
main = (d_f, d_d, eps_f, eps_d, sig_f, sig_d)
other = (50e-9, 8e-9, 80 * epsilon_0, 6 * epsilon_0, 3e-11, 4e-12)

# ---------------- spectrum and evolution, with and without bias ----------------
for params, bias in ((main, 0.0), (main, 1.0), (other, 0.7)):
    L_, S_ = lengths_sums(*params)
    a_f, a_d, e_f, e_d, s_f, s_d = params
    tau_ = L_ / S_
    stack_ = CellStack(*params)
    rates = np.sort(-np.linalg.eigvals(stack_.generator()).real)
    expected = np.sort([s_f / e_f] * 5 + [s_d / e_d] * 5 + [1 / tau_])
    assert np.allclose(rates, expected, rtol=1e-6, atol=0)
    assert min(e_f / s_f, e_d / s_d) < tau_ < max(e_f / s_f, e_d / s_d)
    start = (e_d * bias - a_d * P) / L_
    final = s_d * bias / S_
    q_final = -P + (s_f * e_d - s_d * e_f) * bias / S_
    for x in (0.0, 0.3, 1.0, 4.0):
        q_nodes = stack_.charge_after(x * tau_, P, bias)
        E_cells = stack_.field(q_nodes, P, bias)
        E_formula = final + (start - final) * np.exp(-x)
        assert np.allclose(E_cells[:6], E_formula, rtol=1e-6, atol=1e-6 * abs(start))
        assert abs(q_nodes[5] - q_final * (1 - np.exp(-x))) < 1e-7 * P
        assert np.max(np.abs(np.delete(q_nodes, 5))) < 1e-7 * P

L, S = lengths_sums(*main)
tau = L / S
E0 = d_d * P / L
stack = CellStack(*main)

# ---------------- one blocking layer ----------------
tau_only_f = L / (sig_f * d_d)
tau_only_d = L / (sig_d * d_f)
for s1, s2, t_block in ((sig_f, 0.0, tau_only_f), (0.0, sig_d, tau_only_d)):
    blocked = CellStack(d_f, d_d, eps_f, eps_d, s1, s2)
    E_block = blocked.field(blocked.charge_after(t_block, P, 0.0), P, 0.0)[0]
    assert abs(E_block / (-E0 * np.exp(-1)) - 1) < 1e-6
slowdown = 1 + eps_d * d_f / (eps_f * d_d)
assert abs(tau_only_f * sig_f / eps_f / slowdown - 1) < 1e-12

# ---------------- charge sharing and Joule heat from the cell solution ----------------
times = np.linspace(0, 15 * tau, 1501)
step = stack.propagator(times[1], P, 0.0)
state = np.zeros(12)
state[-1] = 1.0
heat_rate, current_d = [], []
for _ in times:
    E_now = stack.field(state[:-1], P, 0.0)
    heat_rate.append(np.sum(stack.sig * E_now**2 * stack.h))
    current_d.append(sig_d * E_now[-1])
    state = step @ state
heat = simpson(heat_rate, x=times)
share_d = simpson(current_d, x=times) / P
E_start = stack.field(np.zeros(11), P, 0.0)
stored = 0.5 * np.sum(stack.eps * E_start**2 * stack.h)
assert abs(heat / stored - 1) < 1e-5
assert abs(stored / (d_f * d_d * P**2 / (2 * L)) - 1) < 1e-9
assert abs(share_d / (sig_d * d_f / S) - 1) < 1e-5

# ---------------- retention time to a chosen field level ----------------
E_th = 1e6
t_th = tau * np.log(E0 / E_th)
E_at_th = stack.field(stack.charge_after(t_th, P, 0.0), P, 0.0)[0]
assert abs(E_at_th / -E_th - 1) < 1e-6

# ---------------- imprint: wait, then reverse the polarization ----------------
t_w = 1e4
q_wait_nodes = stack.charge_after(t_w, P, 0.0)
q_wait = -P * (1 - np.exp(-t_w / tau))
E_back = d_d * P * (2 - np.exp(-t_w / tau)) / L
assert abs(stack.field(q_wait_nodes, -P, 0.0)[0] / E_back - 1) < 1e-6
shift = d_d * q_wait / eps_d
for pol, volt in ((P, 2.0), (-P, -0.5), (0.3 * P, 0.0)):
    fresh = stack.field(np.zeros(11), pol, volt)[0]
    aged = stack.field(q_wait_nodes, pol, volt + shift)[0]
    assert abs(fresh - aged) < 1e-6 * E0
shift_full = -d_d * P / eps_d

# ---------------- polarization that responds: E = a P + b P^3 ----------------
chi = eps_f - eps_b
a = -1 / (2 * chi)
b = -a / P**2
E_coercive = 2 * abs(a) * P / (3 * np.sqrt(3))
L_b = eps_d * d_f + eps_b * d_d


def polarization(q):
    """Equilibrium P on the positive metastable branch, in short circuit."""
    return brentq(lambda p: a * p + b * p**3 + d_d * (p + q) / L_b,
                  P / np.sqrt(3), 1.1 * P, xtol=1e-15, rtol=1e-14)


def landau_field(q):
    return -d_d * (polarization(q) + q) / L_b


def landau_rate(t, y):
    E_ferro = landau_field(y[0])
    return [sig_f * E_ferro + sig_d * E_ferro * d_f / d_d]


run = solve_ivp(landau_rate, (0, 6.5 * tau), [0.0], rtol=1e-9, atol=1e-12,
                max_step=tau / 50, dense_output=True)
assert run.success
E0_landau = landau_field(0.0)
assert abs(E0_landau) < E_coercive
t_e = brentq(lambda t: landau_field(run.sol(t)[0]) - E0_landau / np.e, 0, 3 * tau)
P_0, P_1 = polarization(0.0), polarization(run.sol(t_e)[0])
ratio = ((P**2 - P_0**2) / P_0**2) / ((P**2 - P_1**2) / P_1**2)
t_e_formula = (L_b + chi * d_d * np.log(ratio)) / S
assert abs(t_e / t_e_formula - 1) < 1e-6
late = [landau_field(run.sol(x * tau)[0]) for x in (5, 6)]
tau_late = tau / np.log(late[0] / late[1])
assert abs(tau_late / tau - 1) < 1e-3
assert t_e > tau * 1.001 and tau > 1.02 * L_b / S

# ---------------- printed numbers ----------------
print(f"ferroelectric thickness d_f = {d_f*1e9:.0f} nm")
print(f"dielectric thickness d_d = {d_d*1e9:.0f} nm")
print(f"relative permittivities f, d = {rel_f:.0f}, {rel_d:.0f}")
print(f"conductivity sig_f = {sig_f:.1e} S/m")
print(f"conductivity sig_d = {sig_d:.1e} S/m")
print(f"polarization P = {P:.2f} C/m^2")
print(f"L = {L:.4e} F")
print(f"S = {S:.4e} S")
print(f"Maxwell-Wagner time tau = {tau:.4e} s = {tau/3600:.3f} h")
print(f"eps_f/sig_f = {eps_f/sig_f:.4e} s")
print(f"eps_d/sig_d = {eps_d/sig_d:.4e} s")
print(f"time if only ferroelectric leaks = {tau_only_f:.4e} s")
print(f"time if only dielectric leaks = {tau_only_d:.4e} s")
print(f"slowdown factor over eps_f/sig_f = {slowdown:.2f}")
print(f"initial E_f = {-E0:.4e} V/m = {-E0/1e5:.2f} kV/cm")
print(f"initial E_d = {E_start[-1]:.4e} V/m")
for t in (1e3, 1e4, 1e5):
    q_t = stack.charge_after(t, P, 0.0)
    print(f"t = {t:.0e} s: E_f = {stack.field(q_t, P, 0.0)[0]:.4e} V/m,"
          f" q = {q_t[5]:.5f} C/m^2")
print(f"share of charge through dielectric = {share_d:.4f}")
print(f"stored energy per area = {stored:.5e} J/m^2")
print(f"Joule heat per area = {heat:.5e} J/m^2")
print(f"chosen field level E_th = {E_th:.1e} V/m")
print(f"time to reach E_th = {t_th:.4e} s")
print(f"E_f at 1 V, P = 0, at once = {eps_d/L:.4e} V/m")
print(f"E_f at 1 V, steady = {sig_d/S:.4e} V/m")
print(f"wait before reversal t_w = {t_w:.1e} s")
print(f"interface charge after wait = {q_wait:.5f} C/m^2")
print(f"E_f after reversal = {E_back:.4e} V/m")
print(f"loop shift after wait = {shift:.4f} V")
print(f"loop shift, full compensation = {shift_full:.4f} V")
print(f"background relative permittivity = {rel_b:.0f}")
print(f"chi/epsilon_0 at remanence = {chi/epsilon_0:.0f}")
print(f"Landau a = {a:.4e} m/F")
print(f"Landau b = {b:.4e} m^5/(F C^2)")
print(f"intrinsic coercive field = {E_coercive:.4e} V/m")
print(f"responding P at t = 0: {P_0:.5f} C/m^2")
print(f"responding P at 1/e time: {P_1:.5f} C/m^2")
print(f"responding model, initial E_f = {E0_landau:.4e} V/m")
print(f"responding model, 1/e time = {t_e:.4e} s")
print(f"responding model, 1/e time over tau = {t_e/tau:.5f}")
print(f"responding model, late decay time = {tau_late:.4e} s")
print(f"time with background permittivity only = {L_b/S:.4e} s")
print("finished without a failed check")
```

It prints:

```
ferroelectric thickness d_f = 200 nm
dielectric thickness d_d = 1 nm
relative permittivities f, d = 200, 20
conductivity sig_f = 1.0e-12 S/m
conductivity sig_d = 1.0e-14 S/m
polarization P = 0.20 C/m^2
L = 3.7188e-17 F
S = 3.0000e-21 S
Maxwell-Wagner time tau = 1.2396e+04 s = 3.443 h
eps_f/sig_f = 1.7708e+03 s
eps_d/sig_d = 1.7708e+04 s
time if only ferroelectric leaks = 3.7188e+04 s
time if only dielectric leaks = 1.8594e+04 s
slowdown factor over eps_f/sig_f = 21.00
initial E_f = -5.3781e+06 V/m = -53.78 kV/cm
initial E_d = 1.0756e+09 V/m
t = 1e+03 s: E_f = -4.9613e+06 V/m, q = -0.01550 C/m^2
t = 1e+04 s: E_f = -2.4004e+06 V/m, q = -0.11074 C/m^2
t = 1e+05 s: E_f = -1.6869e+03 V/m, q = -0.19994 C/m^2
share of charge through dielectric = 0.6667
stored energy per area = 1.07563e-01 J/m^2
Joule heat per area = 1.07563e-01 J/m^2
chosen field level E_th = 1.0e+06 V/m
time to reach E_th = 2.0854e+04 s
E_f at 1 V, P = 0, at once = 4.7619e+06 V/m
E_f at 1 V, steady = 3.3333e+06 V/m
wait before reversal t_w = 1.0e+04 s
interface charge after wait = -0.11074 C/m^2
E_f after reversal = 8.3559e+06 V/m
loop shift after wait = -0.6253 V
loop shift, full compensation = -1.1294 V
background relative permittivity = 10
chi/epsilon_0 at remanence = 190
Landau a = -2.9721e+08 m/F
Landau b = 7.4303e+09 m^5/(F C^2)
intrinsic coercive field = 2.2879e+07 V/m
responding P at t = 0: 0.19029 C/m^2
responding P at 1/e time: 0.19660 C/m^2
responding model, initial E_f = -5.3594e+06 V/m
responding model, 1/e time = 1.2451e+04 s
responding model, 1/e time over tau = 1.00443
responding model, late decay time = 1.2396e+04 s
time with background permittivity only = 1.1835e+04 s
finished without a failed check
```
